# The Vertical-Gap Identity and Marcus Parabolas at a Gold Electrode, part 2

An electron passes between a metal (state 0) and a dissolved ion (state 1). We want the rates and the limits of the model. $H_0(\Gamma)$ and $H_1(\Gamma)$ are the energies of the two states at nuclear positions and momenta $\Gamma$, and the vertical gap is $X=H_1-H_0$. The electron can jump where $X=0$. $T$ is the temperature, $k$ is Boltzmann's constant and $\beta=1/kT$.

Part I defined the free-energy curves

$$F_i(x)=-kT\ln\left[w\int d\Gamma\,e^{-\beta H_i(\Gamma)}\,\delta\big(X(\Gamma)-x\big)\right],\qquad i=0,1,$$

with $w$ a fixed unit of energy. For classical nuclei $e^{-\beta H_1}=e^{-\beta H_0}\,e^{-\beta X}$. The delta function fixes $X=x$, so $e^{-\beta x}$ leaves the integral. Hence the identity

$$F_1(x)-F_0(x)=x,\qquad p_1(x)=p_0(x)e^{-\beta(x-\Delta F)} .$$

Here $p_i$ is the normalized gap density in state $i$, $\Delta F=A_1-A_0$ and $A_i=-kT\ln\int d\Gamma\,e^{-\beta H_i}$. Normalized curves differ by $x-\Delta F$.

For a Gaussian gap with reorganization energy $\lambda$, the means are $m_0=\Delta F+\lambda$ and $m_1=\Delta F-\lambda$, both variances are $\sigma^2=2\lambda kT$, and the forward barrier is $(\lambda+\Delta F)^2/4\lambda$. For an oscillator of coordinate $q$ and mass $M$, $d$ is the shift of its rest position on transfer.

For slow nuclei and weak electronic coupling $V$, the rate from one metal level is

$$k_{0\to1}=\frac{2\pi V^2}{\hbar}\,p_0(0).$$

The example is a one-electron couple that keeps its bonds, held beside gold in water, with $\lambda=0.80$ eV, $T=298.15$ K and $kT=0.02569$ eV. With $e>0$ the elementary charge and $\eta$ the electrode potential measured from the value at which $\Delta F=0$, an electron at the Fermi level has $\Delta F=e\eta$. At $\eta=-0.10$ V, the forward barrier is 0.153 eV, its Boltzmann factor is $2.58\times10^{-3}$, and $p_0(0)=5.08\times10^{-3}\ \text{eV}^{-1}$.

The final table also lists an earlier numerical test of the identity, with an anharmonic reactant and a harmonic product in two coordinates.

### All levels of the metal

Gold offers a continuum of levels. Let $\varepsilon$ be the energy of a level above the Fermi level. An electron starting there raises the reactant energy by $\varepsilon$, so the gap becomes $X-\varepsilon$ and

$$\Delta F_\varepsilon=e\eta-\varepsilon .$$

The other metal electrons are treated as spectators. Write the Gaussian density as

$$g(y)=\frac{e^{-y^2/4\lambda kT}}{\sqrt{4\pi\lambda kT}}.$$

The reactant density at the crossing is $g(\lambda+e\eta-\varepsilon)$. If $V$ and the density of levels $\rho$ do not depend on energy, the reduction rate is

$$k_{\rm red}=\frac{2\pi V^2\rho}{\hbar}\,I,\qquad I(\eta)=\int d\varepsilon\,f(\varepsilon)\,g(\lambda+e\eta-\varepsilon),$$

with $f=1/(1+e^{\beta\varepsilon})$ the chance that the level is occupied. For oxidation the electron needs an empty level, with chance $1-f=f e^{\beta\varepsilon}$. The identity at the crossing gives $p_1(0)=p_0(0)e^{\beta(e\eta-\varepsilon)}$. The two factors containing $\varepsilon$ cancel:

$$(1-f)\,p_1(0)=f\,p_0(0)\,e^{\beta e\eta},\qquad \frac{k_{\rm ox}}{k_{\rm red}}=e^{\beta e\eta}.$$

These are rates per ion in the oxidized or reduced form. The balance holds level by level, so it survives any dependence of $V$ or $\rho$ on energy. Direct integration for the example gives 0.0204, in agreement with $e^{-0.10/0.02569}$.

### How many levels take part

Compare $I$ with the density for the Fermi level alone. Expanding $(\lambda+e\eta-\varepsilon)^2$ and defining $\alpha=(\lambda+e\eta)/2\lambda$ gives an effective width

$$W=\frac{I}{g(\lambda+e\eta)}=\int d\varepsilon\,f(\varepsilon)\,e^{\alpha\varepsilon/kT}e^{-\varepsilon^2/4\lambda kT}.$$

The last factor is at most 1, so omitting it gives an upper bound. Use $f$ itself as the variable, $s=f(\varepsilon)$. Then $e^{\beta\varepsilon}=(1-s)/s$ and $d\varepsilon=-kT\,ds/[s(1-s)]$, and for $0<\alpha<1$

$$W<kT\int_0^1ds\,s^{-\alpha}(1-s)^{\alpha-1}=\frac{\pi kT}{\sin\pi\alpha}.$$

The integral is the beta function $B(1-\alpha,\alpha)=\pi/\sin\pi\alpha$. Here $\alpha=0.70/1.60=0.4375$ and the bound is 0.082 eV. The full integral gives $W=0.076$ eV, about three times $kT$.

The transfer coefficient measures how strongly the rate responds to potential, $-kT\,\partial\ln k_{\rm red}/\partial(e\eta)$. For the Fermi level alone it is $\alpha=0.4375$. For all levels, use $g'(y)=-y\,g(y)/2\lambda kT$:

$$\alpha_{\rm metal}=\frac{\lambda+e\eta-\langle\varepsilon\rangle}{2\lambda},$$

where $\langle\varepsilon\rangle$ is the mean level energy weighted by the integrand of $I$. The computed value is 0.4453. Hence $\langle\varepsilon\rangle=0.70-1.60(0.4453)=-0.012$ eV: on average the transferred electrons come from slightly below the Fermi level.

This number also predicts the error made by a constant density of levels. Free electrons fill two spin states per wave vector up to $k_F$, so their density is $n=k_F^3/3\pi^2$, and

$$E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m},$$

with $m$ the electron mass. One free electron per atom, four atoms per cubic cell and a rough cell edge of 0.408 nm give $E_F=5.52$ eV. The free-electron level density varies as $\sqrt{1+\varepsilon/E_F}\approx1+\varepsilon/2E_F$. The expected rate ratio is therefore $1-0.012/11.04=0.9989$, which is also the computed value. Within the free-electron picture the correction is about 0.1%. That picture omits the real band structure of gold and any energy dependence of $V$.

### The inverted region disappears

For one level, the rate falls once $e\eta<-\lambda$. Going from $-0.8$ V to $-1.5$ V multiplies it by $2.58\times10^{-3}$. The first potential has no barrier, and the second has $|\lambda+e\eta|=0.70$ eV. This is the same distance from the crossing as in the main example, hence the same Boltzmann factor.

For the metal, put $z=\varepsilon-e\eta$:

$$I(\eta)=\int dz\,f(z+e\eta)\,g(\lambda-z).$$

The second factor no longer contains $\eta$, and $f$ falls with its argument. Making $e\eta$ more negative therefore raises the integrand at every $z$. The rate can only grow, provided that $V$ and $\rho$ are constant and occupied levels continue far enough down. Lower levels take over when the Fermi level has too much driving force.

Two limits fix the scale. As $\eta\to-\infty$, $f\to1$ and $I\to1$. At $e\eta=-\lambda$, $g$ is even about the Fermi level and $f(\varepsilon)+f(-\varepsilon)=1$, so $I=1/2$. The computed ratio of the rate at $-1.5$ V to that at $-0.8$ V is 1.999, so the plateau is almost reached. The flat plateau belongs to a constant $\rho$. With the free-electron level density, which thins out below the Fermi level, the rate relative to the same plateau value reaches a shallow maximum of about 0.95 near $-1.3$ V and then falls slowly, to 0.88 at $-2.0$ V. These potentials show the behaviour of the model; in a real cell, reduction of the water may set in first. At $-0.10$ V, $I=0.0764\times0.00508=3.9\times10^{-4}$ of the plateau.

### When the stiffness changes

Let one coordinate have stiffness $\kappa_0$ before the transfer and $\kappa_1=1.10\,\kappa_0$ after it. Keep $\Delta F=-0.10$ eV and keep the mean of $\kappa_0d^2/2$ and $\kappa_1d^2/2$ at 0.80 eV. These energies are then 0.762 and 0.838 eV. The gap now contains a term in $q^2$ and is no longer Gaussian, though the identity still holds.

Suppose that only the reactant is sampled and a parabola is drawn from its mean and variance. Near $q=0$ the gap has slope $-\kappa_1d$, so its variance is close to $\kappa_1^2d^2kT/\kappa_0$. The inferred reorganization energy is

$$\frac{\kappa_1^2d^2}{2\kappa_0}=1.10\times0.838=0.922\ \text{eV}.$$

The mean gap is 0.738 eV: the vertical energy 0.838 eV plus the offset between minima, $-0.101$ eV, plus a thermal term of 0.001 eV. The offset is $\Delta F-\tfrac12kT\ln1.10$, because each phase-space integral varies as $\kappa_i^{-1/2}$. The parabola predicts $\Delta F=0.738-0.922=-0.184$ eV instead of $-0.100$ eV.

That error of 0.084 eV multiplies the equilibrium constant by $e^{0.084/0.0257}\approx26$. Yet the true density at the crossing is 0.835 times the parabola's value, an error of only 16% relative to that value. The extrapolation is moderate as far as the crossing and poor as far as the product well. Sampling both states exposes the fault, because their variances then differ.

### When the nuclei are quantum

The first step of the proof used $e^{-\beta(H_0+X)}=e^{-\beta H_0}e^{-\beta X}$. For quantum nuclei $X$ depends on position and does not commute with the kinetic energy in $H_0$, so this factorization fails. One displaced oscillator of frequency $\omega$ shows by how much.

Write $q=\ell(a+a^\dagger)$ with $\ell^2=\hbar/2M\omega$, $[a,a^\dagger]=1$ and $u=\beta\hbar\omega/2$. Let $E=e^{isq}$ and $\chi(s)=\langle E\rangle$, the Fourier transform of the thermal position density. Moving $a$ through the Boltzmann operator gives $e^{-\beta H}a=e^{2u}a\,e^{-\beta H}$. With the cyclic property of the trace and $[a,E]=is\ell E$,

$$\langle aE\rangle=e^{2u}\langle Ea\rangle=e^{2u}\big(\langle aE\rangle-is\ell\chi\big),\qquad \langle aE\rangle=\frac{is\ell\chi}{1-e^{-2u}}.$$

For $a^\dagger$ both signs reverse:

$$\langle a^\dagger E\rangle=e^{-2u}\big(\langle a^\dagger E\rangle+is\ell\chi\big),\qquad \langle a^\dagger E\rangle=\frac{is\ell\chi}{e^{2u}-1}.$$

The two fractions add to $is\ell\chi\coth u$. Hence $\chi'=i\langle qE\rangle=-s\ell^2\coth u\,\chi$, and $\chi=e^{-s^2\ell^2\coth u/2}$. The position density is Gaussian with variance $\ell^2\coth u$.

The gap has slope $-M\omega^2d$ in $q$. With $\lambda_q=M\omega^2d^2/2$, its variance is

$$s_q^2=M^2\omega^4d^2\,\frac{\hbar}{2M\omega}\coth u=\lambda_q\hbar\omega\coth u .$$

The means are still $\Delta F\pm\lambda_q$. The normalized curves therefore differ by

$$\frac{kT}{2s_q^2}\left[(x-m_1)^2-(x-m_0)^2\right]=\frac{2\lambda_qkT}{s_q^2}(x-\Delta F)=\frac{\tanh u}{u}(x-\Delta F).$$

As $\hbar\omega/kT\to0$ the slope tends to 1 and the classical identity returns. Diagonalization on a grid gave slopes of 0.988, 0.644 and 0.129 for quanta of 0.01, 0.07 and 0.40 eV, matching the formula within $10^{-4}$. The last two are rough sizes for a water libration and an O–H stretch.

To estimate the effect on the rate, give one such mode $\lambda_q=0.16$ eV and leave 0.64 eV in classical modes. Each pair of vibrational levels $n\to n'$ has its own classical gap and driving force $\Delta F+(n'-n)\hbar\omega$. The rates are weighted by the initial population and the squared overlap of the two vibrational states. For the Fermi level alone, the result relative to the classical rate with the same total $\lambda$ is 1.005, 1.25 and 3.45 for the three quanta. The last value shows what a stiff and strongly displaced mode would do. For an O–H stretch, $\lambda_q=0.16$ eV would mean a change in bond length of 0.0094 nm, about a tenth of the bond, which is too much to expect in a couple that keeps its bonds. A change of 0.001 nm gives $\lambda_q=0.002$ eV and a rate ratio of only 1.01. If the proton itself moves to another site, its two wells and their overlap must be treated explicitly. The identity then applies to the remaining classical nuclei for each pair of proton levels.

### Coupling and temperature

A finite $V$ mixes the two states. If $V$ is the same for all nuclear positions, the lower eigenvalue of the two-state energy matrix depends on $\Gamma$ only through $H_0$ and $X$, so the argument of Part I gives its free-energy curve at once:

$$F_-(x)=F_0(x)+\frac{x}{2}-\frac12\sqrt{x^2+4V^2}.$$

At $x=0$ this lies $V$ below the crossing. For $V=5$ meV the computed barrier falls by 4.9 meV, which raises the Boltzmann factor 1.21 times. This gain applies only when the nuclei move slowly enough for the electron to follow the lower curve. In one passage through the crossing at gap speed $|\dot x|$, the Landau–Zener chance of doing so is $1-e^{-2\pi V^2/\hbar|\dot x|}$. With $|\dot x|$ of order $\sigma\omega$, where $\omega$ is the frequency of the gap motion, this chance is about 1% for $\hbar\omega=0.07$ eV and about 20% for $\hbar\omega=0.003$ eV. A coupling of 5 meV in water therefore still lies on the weak-coupling side, and the factor 1.21 describes the shape of the lower curve, not a gain in the rate of this example. It is not a correction to be multiplied into the weak-coupling rate, which already contains the coupling as $V^2$. For a metal with many levels, the two-state estimate is only a guide.

At 60 °C, with $\lambda$ and $\eta$ held fixed, the density at the crossing for the Fermi level alone is 1.77 times its value at 25 °C. The smaller exponent raises it, while the broader distribution lowers its prefactor. With all metal levels and a constant $\rho$, the reduction rate rises 1.96 times, because the effective width $W$ grows as well.

### The real interface

A reorganization energy of 0.8 eV is a rough typical size for a one-electron couple held at gold in water, and weak coupling suits a couple kept away from the metal by an insulating molecular layer. Plating is a harder case: an ion that sheds its water and joins the metal makes new bonds, and neither a Gaussian gap nor a small $V$ can be presumed. Even for the simpler couple, part of the applied potential may fall beyond the ion. If 10% of the 0.10 V is lost in this way, $e\eta$ changes by 0.01 eV and the reduction rate falls by a factor $e^{-0.445(0.01)/0.0257}=0.84$. The rate factor of 3.45 for a stretch mode rests on a displacement chosen for illustration, and it was computed for the Fermi level alone. With a stiffness change of 10%, the true crossing density is 16% below that of the parabola fitted to the reactant, while the driving force inferred from that parabola is wrong by 0.084 eV. These sizes depend on the inputs chosen.

## Calculated quantities

```
Temperature: 298.15 K; kT: 0.025693 eV
Anharmonic two-coordinate test model:
  bins compared: 23
  gap range: -0.0425 to 0.0675 eV
  slope of F1-F0 against x: 0.9958
  largest error of F1-F0=x: 0.86 meV
  free-energy difference: 0.0175 eV
  var/(2kT), reactant: 0.1322 eV
  var/(2kT), product: 0.1180 eV
Gaussian example beside gold:
  reorganization energy: 0.800 eV
  overpotential: -0.100 V; dF: -0.100 eV
  gap standard deviation: 0.2028 eV
  mean gap, reactant: 0.7000 eV
  mean gap, product: -0.9000 eV
  crossing distance from reactant mean: 3.45 sigma
  distance between means: 7.89 sigma
  forward barrier: 0.15313 eV = 14.77 kJ/mol
  backward barrier: 0.25312 eV
  forward Boltzmann factor: 2.5802e-03
  gap density at crossing: 5.0769e-03 1/eV
Sum over metal levels:
  effective level width: 0.0764 eV
  transfer coefficient, Fermi level only: 0.4375
  transfer coefficient, all levels: 0.4453
  oxidation/reduction rate ratio: 0.02040
  rate(-1.5 V)/rate(-0.8 V), one level: 2.5802e-03
  rate(-1.5 V)/rate(-0.8 V), all levels: 1.9992
  rough gold lattice constant: 0.408 nm
  free-electron Fermi energy: 5.520 eV
  rate ratio, free-electron/flat DOS: 0.9989
Neglected: unequal stiffness of the two states
  stiffness ratio product/reactant: 1.10
  true dF: -0.1000 eV
  dF from reactant-only parabola: -0.1838 eV
  crossing density, true/parabola: 0.8354
Neglected: quantum nuclei
  part of lam in the quantum mode: 0.160 eV
  quantum 0.01 eV: curve slope 0.9876, rate quantum/classical 1.0054
  quantum 0.07 eV: curve slope 0.6437, rate quantum/classical 1.2509
  quantum 0.40 eV: curve slope 0.1285, rate quantum/classical 3.4490
Neglected: electronic coupling and bath temperature
  coupling to one level: 5.0 meV
  barrier lowering: 4.925 meV
  Boltzmann gain: 1.2113
  crossing density ratio, 333.15 K/298.15 K: 1.7694
```
